# End stress under alternating current in a blocked semi-infinite metal line, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The periodic state and its frequency law

**Theorem.** A uniform metal line occupies $x\ge 0$, and no atoms can pass its end at $x=0$. It carries the current density $j(t)=j_0\cos\omega t$, with frequency $f=\omega/2\pi$. In the linear one-dimensional model of stress-driven diffusion (the Korhonen model), the bounded periodic stress at the blocked end is

$$
\sigma(0,t)=A\cos\!\left(\omega t-\frac{\pi}{4}\right),\qquad
A=G_0\sqrt{\frac{\kappa}{\omega}}, \tag{1}
$$

up to an additive constant stress, where

$$
G_0=\frac{eZ\rho j_0}{\Omega},\qquad \kappa=\frac{DB\Omega}{kT}. \tag{2}
$$

Substituting (2) into (1) gives

$$
A=\frac{eZ\rho j_0}{\Omega}\sqrt{\frac{DB\Omega}{kT\,\omega}}
=eZ\rho\, j_0\sqrt{\frac{DB}{2\pi\,\Omega kT\,f}}\;\propto\;\frac{j_0}{\sqrt f}. \tag{3}
$$

The proportionality holds at fixed temperature and fixed material parameters.

**Symbols and signs.** The stress $\sigma$ is positive in tension. The sign of $j$ is chosen so that $j>0$ means electrons flowing towards $+x$ and driving atoms towards $+x$; the conventional current then points towards $-x$. The elementary charge is $e>0$, $Z>0$ is the magnitude of the effective charge number, $\rho$ the resistivity, $\Omega$ the atomic volume, $D$ the effective atomic diffusivity averaged over the cross-section, $T$ the temperature and $k$ the Boltzmann constant. The effective modulus $B$ relates a change of atom content to a change of stress, and so includes the stiffness of the surroundings.

**Assumptions.** The quantities $D,B,Z,\rho,T$ are constant in space and time. The line contains no void and does not flow plastically. One stress value describes each cross-section, which requires stress to vary over a depth much larger than the line width. The theorem concerns the periodic state; the approach to it from rest is treated in Part II.

### Lemma 1: the equation for the stress

*In this model the stress obeys*

$$
\frac{\partial\sigma}{\partial t}
=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G(t)\right)\right],
\qquad G(t)=G_0\cos\omega t, \tag{4}
$$

*with $\partial\sigma/\partial x=-G(t)$ at $x=0$.*

*Proof.* When an atom is inserted where the material is under tension $\sigma$, the material expands by $\Omega$ and the tension does work $\Omega\sigma$. The chemical potential of an atom is therefore lowered to $\mu=\mu_0-\Omega\sigma$. The resulting force on an atom is

$$
-\frac{\partial\mu}{\partial x}=\Omega\frac{\partial\sigma}{\partial x},
$$

which points towards greater tension. With the chosen sign of $j$, the electric field along $+x$ is $-\rho j$. The effective charge of an atom is $-eZ$, so the current adds the electron-wind force $eZ\rho j$, which points along the electron flow. With mobility $D/(kT)$ and atomic concentration $1/\Omega$, the atom flux towards $+x$ is

$$
J=\frac{1}{\Omega}\,\frac{D}{kT}
\left(\Omega\frac{\partial\sigma}{\partial x}+eZ\rho j\right)
=\frac{D}{kT}\left(\frac{\partial\sigma}{\partial x}+G\right). \tag{5}
$$

The last form follows by dividing the bracket by $\Omega$ and using $G=eZ\rho j/\Omega$.

Let $C$ be the number of atoms per unit volume of the line. Conservation of atoms gives $\partial C/\partial t=-\partial J/\partial x$. Removing atoms from a confined line puts it in tension, and $B$ is defined by $dC/C=-d\sigma/B$. For small changes $C$ may be replaced by $1/\Omega$ in the denominator, so

$$
\frac{\partial\sigma}{\partial t}
=-\frac{B}{C}\frac{\partial C}{\partial t}
=B\Omega\frac{\partial J}{\partial x}. \tag{6}
$$

The two minus signs cancel. Inserting (5) produces the coefficient $DB\Omega/(kT)=\kappa$ and hence (4). At the blocked end $J=0$, so the bracket in (5) vanishes there and $\partial\sigma/\partial x=-G$. $\square$

When $j>0$, the stress falls with $x$ at the blocked end. In a line that starts unstressed, atoms leave that end without being replaced, and tension builds up there.

Since $\kappa$ is constant and $G$ does not depend on $x$, the wind term drops out of the interior equation:

$$
\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2},
\qquad
\left.\frac{\partial\sigma}{\partial x}\right|_{x=0}=-G_0\cos\omega t. \tag{7}
$$

Away from the end, the wind carries as many atoms into each section as out of it. The current changes the stress through the boundary condition.

### Lemma 2: uniqueness

*Two bounded, smooth solutions of (7) with period $P=2\pi/\omega$ differ by a constant.*

*Proof.* Their difference $u(x,t)$ obeys the same diffusion equation, but with $\partial u/\partial x=0$ at $x=0$. Define its Fourier coefficients by

$$
u_n(x)=\frac1P\int_0^P u(x,t)\,e^{-in\omega t}\,dt .
$$

Apply this average to the diffusion equation. Integration by parts on the left has no boundary contribution, because $u$ is periodic, and it turns $\partial/\partial t$ into $in\omega$. Hence

$$
\kappa\,u_n''=in\omega\,u_n,\qquad u_n'(0)=0.
$$

For $n\ne0$ the solutions are exponentials $e^{\pm q_nx}$ with $q_n^2=in\omega/\kappa$, and $q_n$ can be chosen with positive real part. Boundedness removes the growing one, leaving $u_n=c_ne^{-q_nx}$. The end condition gives $-q_nc_n=0$, so $c_n=0$. For $n=0$ we have $u_0''=0$ and $u_0'(0)=0$, so $u_0$ is constant. $\square$

The constant is a residual stress that the alternating current neither creates nor removes in this linear model. It is set to zero below.

### Proof of the theorem

Write the stress and its drive as real parts,

$$
\sigma(x,t)=\operatorname{Re}\left[S(x)e^{i\omega t}\right],\qquad
G(t)=\operatorname{Re}\left[G_0e^{i\omega t}\right].
$$

The time derivative becomes multiplication by $i\omega$. Equation (7) is then satisfied if

$$
S''=q^2S,\qquad q^2=\frac{i\omega}{\kappa},\qquad S'(0)=-G_0. \tag{8}
$$

Because $\sqrt i=e^{i\pi/4}=(1+i)/\sqrt2$, the root with positive real part is

$$
q=\frac{1+i}{\sqrt2}\sqrt{\frac{\omega}{\kappa}}
=\frac{1+i}{\delta},\qquad
\delta=\sqrt{\frac{2\kappa}{\omega}}. \tag{9}
$$

The bounded solution is $S=S_0e^{-qx}$. Its slope at the end is $-qS_0$, which must equal $-G_0$, so $S_0=G_0/q$. From (9),

$$
\frac1q=\sqrt{\frac{\kappa}{\omega}}\,e^{-i\pi/4}.
$$

Therefore $S_0=Ae^{-i\pi/4}$ with $A=G_0\sqrt{\kappa/\omega}$. Taking the real part of $S_0e^{-(1+i)x/\delta}e^{i\omega t}$ gives

$$
\sigma(x,t)=A\,e^{-x/\delta}
\cos\left(\omega t-\frac{x}{\delta}-\frac{\pi}{4}\right). \tag{10}
$$

At $x=0$ this is (1), and Lemma 2 shows that no other bounded periodic solution exists apart from an added constant. $\square$

### Remark 1: where the square root comes from

Integrate (4) over the line. Far from the end the periodic stress gradient vanishes, so the bracket there equals $G$; at the blocked end the bracket is zero. The stress content $M(t)=\int_0^\infty\sigma\,dx$ therefore obeys

$$
\frac{dM}{dt}=\kappa G_0\cos\omega t,
\qquad M(t)=\frac{G_0\kappa}{\omega}\sin\omega t, \tag{11}
$$

with zero mean because the residual stress has been set to zero.

The content measures the displaced atoms. By the definition of $B$, the concentration change is $-\sigma/(B\Omega)$, so the number missing per unit cross-section is $M/(B\Omega)$, equivalent to a length $M/B$ of metal. Its amplitude falls as $1/\omega$, because a shorter half-period moves fewer atoms. The depth over which these atoms are missing also shrinks, as $1/\sqrt\omega$. The stress scales as content divided by depth:

$$
\frac{G_0\kappa/\omega}{\sqrt{\kappa/\omega}}=G_0\sqrt{\frac{\kappa}{\omega}}=A.
$$

Reversal of the current thus limits the stress by returning atoms, while the shrinking depth partly offsets that reduction.

The content lags the current by a quarter of a period, since it is the time integral of the drive. The end stress lags by only an eighth, because stress near the end responds before stress deeper in the line.

### Remark 2: a narrow copper line

The example uses rough typical values for a narrow copper interconnect in an accelerated test: $T=573$ K, activation energy $0.90$ eV, diffusivity prefactor $3.0\times10^{-5}$ cm²/s, $B=10$ GPa, $\Omega=0.0118$ nm³, $Z=1.0$ and $\rho=4.0$ microohm cm. The peak current density is $2.0$ MA/cm² and the period is $10$ h. The line is $100$ nm wide, $200$ nm high and $100$ µm long.

With $kT=0.04938$ eV the diffusivity is

$$
D=3.0\times10^{-5}\,e^{-0.90/0.04938}\ \mathrm{cm^2/s}
=3.64\times10^{-13}\ \mathrm{cm^2/s}.
$$

Multiplication by $B\Omega/(kT)$ gives $\kappa=5.43\times10^{-4}$ µm²/s. In SI units, the wind gradient is

$$
G_0=\frac{(1.602\times10^{-19})(1.0)(4.0\times10^{-8})(2.0\times10^{10})}
{1.18\times10^{-29}}\ \frac{\mathrm{Pa}}{\mathrm m},
$$

or $10.86$ MPa/µm. The angular frequency is $\omega=1.745\times10^{-4}$ rad/s, so

$$
\sqrt{\frac{\kappa}{\omega}}
=\sqrt{\frac{5.431\times10^{-4}}{1.745\times10^{-4}}}\ \mathrm{µm}
=1.764\ \mathrm{µm},
$$

$$
A=(10.86)(1.764)\ \mathrm{MPa}=19.2\ \mathrm{MPa}.
$$

The penetration depth is $\delta=2.5$ µm. The content amplitude is $33.8$ MPa µm; division by $B$ gives a displaced length of about $3.4$ nm. A few nanometres of metal moved back and forth thus account for a stress of about $20$ MPa.

Equation (4) was also integrated in time without using the harmonic solution. The calculation started at zero stress, used cells of $0.1$ µm and $400$ steps per period, held the stress at zero at $x=30$ µm, and ran for six periods. The last period gave amplitudes of $9.58$, $19.16$ and $38.32$ MPa for periods of $2.5$, $10$ and $40$ h, with the current amplitude and all material values held fixed. Equation (1) gives the same values to these digits, and the fitted exponent of frequency was $-0.5000$. At $10$ h the computed phase was $-44.97^\circ$. At a depth of $2.45$ µm the integrated amplitude was $7.174$ MPa, against $7.176$ MPa from (10). These comparisons test the solution of the model, not the material values.

### Remark 3: the upper limit in frequency

The depth $\delta$ falls as $1/\sqrt f$. When it is no longer much larger than the line width $w$, a single stress value for each cross-section is not justified. Setting $\delta=w$ in $\delta^2=2\kappa/\omega=\kappa/(\pi f)$ gives

$$
f_w=\frac{\kappa}{\pi w^2}, \tag{12}
$$

which is $17$ mHz for the example. Requiring $\delta\ge10w$ lowers the limit by a factor of $100$, to about $0.17$ mHz, or a period of at least about $1.6$ h. The chosen frequency, $28$ µHz, satisfies this condition with $\delta/w\approx25$. The same test applied to the $200$ nm height lowers the frequency limit by a further factor of four; the example still satisfies it, with $\delta$ about $12$ times the height. An effective diffusivity also presumes that $\delta$ spans many grains, a condition that may be stricter than the one on width.

At $1$ kHz the formula for $\delta$ returns $0.42$ nm, less than two atomic spacings if the spacing is estimated as $\Omega^{1/3}=0.23$ nm. A continuum stress profile has no meaning on that scale. Equation (3) should therefore not be extended to kilohertz signals for this line, even though the formula still returns a number.

## Part II. Starting from rest, finite lines and neglected effects

Part I treated a line blocked at $x=0$ and driven by $G(t)=G_0\cos\omega t$, where $G_0=eZ\rho j_0/\Omega$ is the stress gradient equivalent to the electron wind. Tension is positive, and positive current drives atoms away from the blocked end. With the stress diffusivity $\kappa=DB\Omega/(kT)$, the interior equation and end condition are

$$
\sigma_t=\kappa\sigma_{xx},\qquad \sigma_x(0,t)=-G(t),
$$

where subscripts denote derivatives. The periodic end stress is $A\cos(\omega t-\pi/4)$, with $A=G_0\sqrt{\kappa/\omega}$. Its penetration depth is $\delta=\sqrt{2\kappa/\omega}$, and $q=(1+i)/\delta$. For the copper example, at $573$ K with a $10$ h period, $A=19.2$ MPa, $\delta=2.5$ µm and $G_0=10.9$ MPa/µm.

### Proposition 1: start from zero stress

*Let $\theta=\omega t$, and let the stress be zero at $t=0$. For a sine drive and a cosine drive, respectively, the end stress is*

$$
\frac{\sigma_{\sin}}A=\sin\left(\theta-\frac\pi4\right)
+\frac2\pi\int_0^\infty\frac{e^{-u^2\theta}}{1+u^4}\,du, \tag{13}
$$

$$
\frac{\sigma_{\cos}}A=\cos\left(\theta-\frac\pi4\right)
-\frac2\pi\int_0^\infty\frac{u^2e^{-u^2\theta}}{1+u^4}\,du. \tag{14}
$$

*Proof.* Denote a Laplace transform in time by a hat and its variable by $s$. Zero initial stress gives $s\hat\sigma=\kappa\hat\sigma_{xx}$. The solution that decays into the line is proportional to $e^{-x\sqrt{s/\kappa}}$, and the end condition $\hat\sigma_x=-\hat G$ fixes its value at $x=0$:

$$
\hat\sigma(0,s)=\sqrt\kappa\,\frac{\hat G(s)}{\sqrt s}. \tag{15}
$$

Since $\int_0^\infty e^{-st}t^{-1/2}dt=\sqrt{\pi/s}$, the factor $1/\sqrt s$ is the transform of $1/\sqrt{\pi t}$. A product of transforms is the transform of a convolution. For the complex drive $G_0e^{i\omega t}$, with the integration time scaled by $\omega$, the end stress is $A\,Y(\theta)$, where

$$
Y(\theta)=\frac1{\sqrt\pi}\int_0^\theta\frac{e^{i(\theta-v)}}{\sqrt v}\,dv.
$$

The Gaussian integral gives $v^{-1/2}=(2/\sqrt\pi)\int_0^\infty e^{-u^2v}du$. The double integral converges absolutely, so the order may be exchanged:

$$
Y=\frac2\pi\int_0^\infty du\;e^{i\theta}\int_0^\theta e^{-(u^2+i)v}dv
=\frac2\pi\int_0^\infty\frac{e^{i\theta}-e^{-u^2\theta}}{u^2+i}\,du. \tag{16}
$$

For real $c>0$, $\int_0^\infty du/(u^2+c^2)=\pi/(2c)$. Both sides are analytic for $\operatorname{Re}c>0$, so the identity also holds at $c=e^{i\pi/4}$, where $c^2=i$. The first part of (16) is therefore $e^{i(\theta-\pi/4)}$. In the second part, $1/(u^2+i)=(u^2-i)/(u^4+1)$. The imaginary part of $Y$ gives (13), and the real part gives (14). $\square$

Since $1/(1+u^4)\le1$, Gaussian integration bounds the size of the transients by

$$
\frac1{\sqrt{\pi\theta}}\quad\text{(sine)},\qquad
\frac1{2\sqrt\pi\,\theta^{3/2}}\quad\text{(cosine)}, \tag{17}
$$

relative to $A$. At large $\theta$ only small $u$ contributes, where $1/(1+u^4)$ is close to one, so the transients approach these bounds. The starting phase thus changes how fast the theorem's periodic state is reached.

The sine transient is positive. At $\theta=3\pi/4$ the periodic term equals one, so the total exceeds $A$. For the example the first peak occurs at $3.66$ h and reaches $1.342A=25.7$ MPa. A bound on stress during the first cycle cannot use $A$ alone.

For constant current $j_0$, $\hat G=G_0/s$. Equation (15) then contains $s^{-3/2}$, whose inverse transform is $2\sqrt{t/\pi}$, giving

$$
\sigma_{\rm dc}(0,t)=2G_0\sqrt{\frac{\kappa t}{\pi}},\qquad
\sigma_{\rm dc}\left(0,\frac\pi\omega\right)=2A. \tag{18}
$$

Constant current held for half a period from zero stress therefore produces $38.3$ MPa in the example. This equals the full swing from $-A$ to $A$ in the periodic state.

In the linear model of a long line, the periodic stress at the blocked end has an amplitude proportional to $j_0/\sqrt f$, and a start from zero stress adds a decaying transient that can carry the first peak above that amplitude. What remains is the effect of finite length, stress-dependent diffusivity and Joule heating, and the limits set by voids and real interconnects.
